# Why the Most Deshielded Oxygen-17 Component of Formaldehyde Lies Along C=O: verification in Python

```python
"""Result under test: in formaldehyde the lowest 17O shielding component lies
along C=O (z) because of one term of the paramagnetic sum, lone pair n -> pi*:
    sigma_zz(n->pi*) = -2 alpha^2 Lam P / gap      (atomic units)
Lam = <n|(r x grad)_z|pi*>,  P = <n|(r x grad)_z / r^3|pi*>,
gap = orbital energy difference, alpha = fine-structure constant.
The O nucleus is the origin and the molecule lies in the yz plane.
Level: PBE/def2-TZVPP, gauge origin at O. Shieldings are in ppm.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, dft, lib

lib.num_threads(1)
alpha2 = const.fine_structure**2 * 1e6          # alpha^2 in ppm
hartree_ev = const.physical_constants["Hartree energy in eV"][0]

# ---- molecule and Kohn-Sham orbitals ----
r_co, r_ch, hch = 1.21, 1.11, 116.0
half = np.radians(hch / 2)
y_h, z_h = r_ch * np.sin(half), -(r_co + r_ch * np.cos(half))
mol = gto.M(atom=[["O", (0, 0, 0)], ["C", (0, 0, -r_co)],
                  ["H", (0, y_h, z_h)], ["H", (0, -y_h, z_h)]],
            basis="def2-tzvpp", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.conv_tol = 1e-10
mf.kernel()
assert mf.converged
energy, coeff = mf.mo_energy, mf.mo_coeff
nocc = mol.nelectron // 2
n_orb, pi_orb = nocc - 1, nocc                  # HOMO and LUMO

# ---- one-electron matrices by quadrature ----
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.prune = None
grid.build()
xyz, weight = grid.coords, grid.weights
r = np.linalg.norm(xyz, axis=1)
ao = mol.eval_gto("GTOval_sph_deriv1", xyz)
phi = ao[0] @ coeff
grad = [ao[k + 1] @ coeff for k in range(3)]
del ao
bra = phi * weight[:, None]
bra_r3 = phi * (weight / r**3)[:, None]
lam, pso, nabla = [], [], []
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    turned = xyz[:, a, None] * grad[b] - xyz[:, b, None] * grad[a]
    lam.append(bra.T @ turned)
    pso.append(bra_r3.T @ turned)
    nabla.append(bra.T @ grad[k])
    if k == 2:
        turned_pi = turned[:, pi_orb].copy()
lam, pso, nabla = np.array(lam), np.array(pso), np.array(nabla)
gaps = energy[None, nocc:] - energy[:nocc, None]


def para_tensor(l_mat, p_mat):
    left = l_mat[:, :nocc, nocc:] / gaps
    return -2 * alpha2 * np.einsum("aiv,biv->ab", left, p_mat[:, :nocc, nocc:])


# The operators are antisymmetric; quadrature must respect this.
transpose_error = para_tensor(lam, pso) - para_tensor(
    -lam.transpose(0, 2, 1), -pso.transpose(0, 2, 1))
assert np.abs(transpose_error).max() < 1.0
lam = (lam - lam.transpose(0, 2, 1)) / 2
pso = (pso - pso.transpose(0, 2, 1)) / 2
nabla = (nabla - nabla.transpose(0, 2, 1)) / 2

# ---- shielding tensor ----
density = 2 * np.einsum("gi,gi->g", phi[:, :nocc], phi[:, :nocc])


def dia_diagonal(origin):
    prod = xyz * (xyz - origin)
    kernel = (prod.sum(axis=1)[:, None] - prod) / r[:, None]**3
    return alpha2 / 2 * (weight * density) @ kernel


dia = dia_diagonal(np.zeros(3))
para_full = para_tensor(lam, pso)
para = np.diag(para_full)
total = dia + para
assert np.abs(para_full - np.diag(para)).max() < 0.1   # x, y, z are principal

# Diamagnetic mean against analytic <1/r> integrals.
with mol.with_rinv_origin(mol.atom_coord(0)):
    inverse_r = np.einsum("ij,ji->", mol.intor("int1e_rinv"), mf.make_rdm1())
assert abs(dia.mean() - alpha2 / 3 * inverse_r) < 0.2


# ---- finite magnetic field: diagonalize, then measure the current ----
def field_response(k, orbitals, n_filled, field=1e-4):
    pick = np.ix_(orbitals, orbitals)
    ham = np.diag(energy[orbitals]) - 0.5j * field * lam[k][pick]
    vec = np.linalg.eigh(ham)[1][:, :n_filled]
    current = 2 * np.einsum("pi,pq,qi->", vec.conj(), -1j * pso[k][pick], vec)
    return alpha2 * current.real / field


everything = np.arange(len(energy))
finite_field = np.array([field_response(k, everything, nocc) for k in range(3)])
assert np.allclose(finite_field, para, rtol=1e-4, atol=0.05)


def density_change(field):
    ham = np.diag(energy) - 0.5j * field * lam[2]
    vec = np.linalg.eigh(ham)[1][:, :nocc]
    change = (vec @ vec.conj().T).real
    change[np.arange(nocc), np.arange(nocc)] -= 1
    return np.abs(change).max()


density_ratio = density_change(2e-3) / density_change(1e-3)
assert abs(density_ratio - 4) < 0.05            # no first-order density

# ---- the single term n -> pi* ----
terms = -2 * alpha2 * lam[:, :nocc, nocc:] * pso[:, :nocc, nocc:] / gaps
gap = energy[pi_orb] - energy[n_orb]
sign = np.sign(lam[2, n_orb, pi_orb])           # free phase of pi*
lam_np = sign * lam[2, n_orb, pi_orb]
p_np = sign * pso[2, n_orb, pi_orb]
single = -2 * alpha2 * lam_np * p_np / gap
two_level = field_response(2, np.array([n_orb, pi_orb]), 1)
assert abs(two_level / single - 1) < 1e-4

# Mirror parities and the selection rule.
sample = np.random.default_rng(1).uniform(-2, 2, (50, 3))
pair = coeff[:, [n_orb, pi_orb]]
here = mol.eval_gto("GTOval_sph", sample) @ pair
flip_x = mol.eval_gto("GTOval_sph", sample * [-1, 1, 1]) @ pair
flip_y = mol.eval_gto("GTOval_sph", sample * [1, -1, 1]) @ pair
assert np.allclose(flip_x, here * [1, -1], atol=1e-4)
assert np.allclose(flip_y, here * [-1, 1], atol=1e-4)
forbidden = np.abs(lam[:2, n_orb, pi_orb]).max()
assert forbidden < 1e-4 < lam_np


# Rotate the lone pair itself about C=O and overlap it with pi*.
def rotated_overlap(theta, power=0):
    c, s = np.cos(theta), np.sin(theta)
    back = np.column_stack([c * xyz[:, 0] + s * xyz[:, 1],
                            -s * xyz[:, 0] + c * xyz[:, 1], xyz[:, 2]])
    lone = mol.eval_gto("GTOval_sph", back) @ coeff[:, n_orb]
    return sign * np.sum(weight * phi[:, pi_orb] * lone / r**power)


step = 0.01
slope = (rotated_overlap(step) - rotated_overlap(-step)) / (2 * step)
slope_r3 = (rotated_overlap(step, 3) - rotated_overlap(-step, 3)) / (2 * step)
assert abs(slope / lam_np - 1) < 3e-3
assert abs(slope_r3 / p_np - 1) < 3e-3
overlaps = [rotated_overlap(np.radians(deg)) for deg in (0, 30, 60, 90)]
assert abs(overlaps[0]) < 1e-4 and overlaps[3] > overlaps[2] > overlaps[1] > 0

# Where the two factors come from.
near = r < 1.5
piece = sign * weight * phi[:, n_orb] * turned_pi
near_l = piece[near].sum() / lam_np
near_p = (piece / r**3)[near].sum() / p_np
r3_n = np.sum(weight * phi[:, n_orb]**2 / r**3)
r3_pi = np.sum(weight * phi[:, pi_orb]**2 / r**3)
mean_ratio = p_np / np.sqrt(r3_n * r3_pi)
assert near_p > near_l and near_p > 0.8
assert 0.85 < mean_ratio < 1.02

# ---- ranking with and without the term ----
without = total[2] - single
assert np.argmin(total) == 2
assert without > min(total[0], total[1])
assert np.argmin(terms[2]) == n_orb * terms.shape[2]   # strongest z term

# ---- gauge origin moved to carbon ----
carbon = mol.atom_coord(1)
lam_c = lam - np.cross(carbon, nabla, axisb=0, axisc=0)
dia_c = dia_diagonal(carbon)
total_c = dia_c + np.diag(para_tensor(lam_c, pso))
assert abs(total_c[2] - total[2]) < 1e-3
assert np.all(np.abs(total_c - total)[:2] < np.abs(dia_c - dia)[:2])
assert np.argmin(total_c) == 2

# ---- output ----
print(f"C=O {r_co:.2f} angstrom, C-H {r_ch:.2f} angstrom, HCH {hch:.0f} deg")
print(f"basis functions: {len(energy)}, occupied orbitals: {nocc}")
print(f"alpha^2 = {alpha2:.3f} ppm")
for k, name in enumerate(["x (out of plane)", "y (in plane)", "z (C=O)"]):
    print(f"{name}: dia {dia[k]:.1f}, para {para[k]:.1f}, "
          f"total {total[k]:.1f} ppm")
print(f"isotropic shielding = {total.mean():.1f} ppm")
print("finite-field para x, y, z =",
      ", ".join(f"{v:.1f}" for v in finite_field), "ppm")
print(f"density change ratio on doubling the field = {density_ratio:.3f}")
print(f"energy of n = {energy[n_orb]:.4f} hartree")
print(f"energy of pi* = {energy[pi_orb]:.4f} hartree")
print(f"gap n->pi* = {gap:.4f} hartree = {gap * hartree_ev:.2f} eV")
print(f"Lam (n, pi*) = {lam_np:.4f} (dimensionless)")
print(f"slope of rotated overlap = {slope:.4f} per radian")
print(f"P (n, pi*) = {p_np:.4f} bohr^-3")
print(f"slope of r^-3 weighted overlap = {slope_r3:.4f} bohr^-3 per radian")
print("overlap of turned n with pi* at 0, 30, 60, 90 deg =",
      ", ".join(f"{abs(v):.3f}" for v in overlaps))
print(f"largest forbidden element (x or y) = {forbidden:.1e}")
print(f"<r^-3> of n = {r3_n:.3f}, of pi* = {r3_pi:.3f} bohr^-3")
print(f"P / geometric mean of these = {mean_ratio:.3f}")
print(f"share within 1.5 bohr of O: Lam {100 * near_l:.0f} %, "
      f"P {100 * near_p:.0f} %")
print(f"single term n->pi* in zz = {single:.1f} ppm")
print(f"same from two-level finite field = {two_level:.1f} ppm")
print(f"share of para zz = {100 * single / para[2]:.0f} %")
print(f"all other para zz terms = {para[2] - single:.1f} ppm")
print(f"total zz without n->pi* = {without:.1f} ppm")
for k, name in enumerate("xy"):
    i, v = np.unravel_index(np.argmin(terms[k]), terms[k].shape)
    product = lam[k, i, nocc + v] * pso[k, i, nocc + v]
    print(f"strongest {name} term: occupied {i + 1} -> virtual {v + 1}, "
          f"{terms[k, i, v]:.1f} ppm")
    print(f"  gap {gaps[i, v]:.4f} hartree, Lam*P {product:.4f} bohr^-3")
print(f"Lam*P for n->pi* = {lam_np * p_np:.4f} bohr^-3")
print(f"n->pi* term if it had the gap of that y term = "
      f"{single * gap / gaps[i, v]:.1f} ppm")
print("total x, y, z with gauge origin at C =",
      ", ".join(f"{v:.1f}" for v in total_c), "ppm")
print("dia x, y, z with gauge origin at C =",
      ", ".join(f"{v:.1f}" for v in dia_c), "ppm")
print("all good")
```

It prints:

```
C=O 1.21 angstrom, C-H 1.11 angstrom, HCH 116 deg
basis functions: 90, occupied orbitals: 8
alpha^2 = 53.251 ppm
x (out of plane): dia 475.5, para -75.2, total 400.3 ppm
y (in plane): dia 466.2, para -961.1, total -494.9 ppm
z (C=O): dia 415.2, para -1639.9, total -1224.7 ppm
isotropic shielding = -439.8 ppm
finite-field para x, y, z = -75.2, -961.1, -1639.9 ppm
density change ratio on doubling the field = 4.000
energy of n = -0.2279 hartree
energy of pi* = -0.0964 hartree
gap n->pi* = 0.1316 hartree = 3.58 eV
Lam (n, pi*) = 0.8453 (dimensionless)
slope of rotated overlap = 0.8453 per radian
P (n, pi*) = 2.7109 bohr^-3
slope of r^-3 weighted overlap = 2.7109 bohr^-3 per radian
overlap of turned n with pi* at 0, 30, 60, 90 deg = 0.000, 0.420, 0.720, 0.828
largest forbidden element (x or y) = 6.3e-14
<r^-3> of n = 3.586, of pi* = 2.075 bohr^-3
P / geometric mean of these = 0.994
share within 1.5 bohr of O: Lam 43 %, P 99 %
single term n->pi* in zz = -1855.2 ppm
same from two-level finite field = -1855.2 ppm
share of para zz = 113 %
all other para zz terms = 215.3 ppm
total zz without n->pi* = 630.5 ppm
strongest x term: occupied 8 -> virtual 2, -138.6 ppm
  gap 0.2622 hartree, Lam*P 0.3412 bohr^-3
strongest y term: occupied 6 -> virtual 1, -887.5 ppm
  gap 0.3053 hartree, Lam*P 2.5440 bohr^-3
Lam*P for n->pi* = 2.2916 bohr^-3
n->pi* term if it had the gap of that y term = -799.5 ppm
total x, y, z with gauge origin at C = 386.8, -530.5, -1224.7 ppm
dia x, y, z with gauge origin at C = 400.0, 390.7, 415.2 ppm
all good
```
